# A failing check and its repair

Subject: Titanium Oxidation State in TiCl4 from Localised Orbitals and Partial Charge.

```python
# Result under test: after localisation of the occupied orbitals of TiCl4,
# exactly nine have a majority share on Ti, so OS = 22 - 2*9 = +4, whereas
# the partial charge Q = 22 - 2*sum(q_i) is a different number.
# q_i: share of orbital i on Ti; P[A]: matrix of orbital shares on atom A;
# OS: oxidation state; IAO: intrinsic atomic orbital; L: sum of squared shares.
# Energies are in hartree, bond lengths in angstrom, charges in e.
import math
import numpy as np
import scipy.linalg as la
from scipy import constants as const
from pyscf import gto, scf, dft, lib

lib.num_threads(1)
rng = np.random.default_rng(7)
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
HARTREE = const.physical_constants["Hartree energy"][0]
THRESHOLD = 0.5


def build(r, basis="def2-svp", trichloride=False):
    if trichloride:
        dirs = [(math.cos(x), math.sin(x), 0.0)
                for x in (0, 2 * math.pi / 3, 4 * math.pi / 3)]
    else:
        dirs = np.array([(1, 1, 1), (1, -1, -1),
                         (-1, 1, -1), (-1, -1, 1)]) / math.sqrt(3)
    atoms = [("Ti", (0.0, 0.0, 0.0))]
    atoms += [("Cl", tuple(float(r * x) for x in d)) for d in dirs]
    return gto.M(atom=atoms, basis=basis, unit="Angstrom",
                 spin=int(trichloride), verbose=0)


def run_rhf(mol, dm=None):
    mf = scf.RHF(mol).density_fit()
    mf.conv_tol = 1e-9
    mf.kernel(dm0=dm)
    assert mf.converged
    return mf


def minimal_shells(symbol, keep):
    shells = gto.basis.load("ano", symbol)
    return [[b[0]] + [list(row[:keep[b[0]] + 1]) for row in b[1:]]
            for b in shells if b[0] < len(keep)]


REFERENCE = {"Ti": minimal_shells("Ti", (4, 2, 1)),
             "Cl": minimal_shells("Cl", (3, 2))}


def orthonormalise(vectors, metric):
    e, v = np.linalg.eigh(vectors.T @ metric @ vectors)
    return vectors @ (v / np.sqrt(e)) @ v.T


def blocks(coeff, mol):
    return np.array([coeff[a:b].T @ coeff[a:b]
                     for a, b in mol.aoslice_by_atom()[:, 2:4]])


def iao_shares(mol, occ):
    """Orbital coefficients in the IAO set, and share matrices by atom."""
    ref = gto.M(atom=mol.atom, basis=REFERENCE, unit="Angstrom",
                spin=mol.spin, verbose=0)
    assert ref.nao == 15 + 9 * (mol.natm - 1)
    s1 = mol.intor("int1e_ovlp")
    s2 = ref.intor("int1e_ovlp")
    s12 = gto.intor_cross("int1e_ovlp", mol, ref)
    p12 = la.solve(s1, s12, assume_a="pos")
    dep = orthonormalise(p12 @ la.solve(s2, s12.T @ occ, assume_a="pos"), s1)
    o, od = occ @ occ.T @ s1, dep @ dep.T @ s1
    one = np.eye(mol.nao)
    iao = orthonormalise((o @ od + (one - o) @ (one - od)) @ p12, s1)
    w = iao.T @ s1 @ occ
    shares = blocks(w, ref)
    # the IAO set must hold the occupied space completely
    assert np.allclose(shares.sum(axis=0), np.eye(occ.shape[1]), atol=1e-6)
    return w, shares


def lowdin_shares(mol, occ):
    e, v = np.linalg.eigh(mol.intor("int1e_ovlp"))
    return blocks((v * np.sqrt(e)) @ v.T @ occ, mol)


def pair_optimum(mats, i, j):
    p = mats[:, i, j]
    d = 0.5 * (mats[:, i, i] - mats[:, j, j])
    a, b = p @ p - d @ d, 2 * (p @ d)
    return a + math.hypot(a, b), 0.25 * math.atan2(b, -a)


def localise(mats, start, max_sweeps=250):
    """Maximise the sum of squared diagonal elements by pair rotations."""
    u = start.copy()
    m = u.T @ mats @ u
    n = u.shape[0]
    for sweep in range(1, max_sweeps + 1):
        total = 0.0
        for i in range(n - 1):
            for j in range(i + 1, n):
                gain, theta = pair_optimum(m, i, j)
                if gain < 1e-11:
                    continue
                total += gain
                c, s = math.cos(theta), math.sin(theta)
                rot = np.array([[c, -s], [s, c]])
                ij = [i, j]
                m[:, :, ij] = m[:, :, ij] @ rot
                m[:, ij, :] = rot.T @ m[:, ij, :]
                u[:, ij] = u[:, ij] @ rot
        if total < 1e-8:
            break
    assert total < 1e-4, "localisation not stationary"
    return u, sweep


def diagonal_shares(mats, u):
    return np.einsum("ki,akl,li->ai", u, mats, u, optimize=True)


def local_start(w):
    return la.qr(w.T, pivoting=True)[0]


def oxidation(q, t=THRESHOLD):
    return 22 - 2 * int(np.sum(q > t))


def full_analysis(mol, mf):
    occ = mf.mo_coeff[:, mf.mo_occ > 0]
    w, mats = iao_shares(mol, occ)
    u, sweeps = localise(mats, local_start(w))
    q = diagonal_shares(mats, u)
    return occ, mats, u, q, sweeps


def iao_charge(mats):
    return 22 - 2 * np.trace(mats[0])


# Bond length from a symmetric energy scan
scan_r = np.array([2.12, 2.18, 2.24])
scan, dm = [], None
for r in scan_r:
    m_r = build(r)
    f_r = run_rhf(m_r, dm)
    dm = f_r.make_rdm1()
    scan.append((m_r, f_r))
e_scan = np.array([f.e_tot for _, f in scan])
h = scan_r[1] - scan_r[0]
curv = (e_scan[0] - 2 * e_scan[1] + e_scan[2]) / h**2
r0 = scan_r[1] - (e_scan[2] - e_scan[0]) / (2 * h) / curv
assert curv > 0 and scan_r[0] < r0 < scan_r[2]
mol = build(r0)
mf = run_rhf(mol, dm)
assert mf.e_tot <= e_scan.min() + 1e-6

# Main analysis
occ, mats, u, q, sweeps = full_analysis(mol, mf)
n_occ = occ.shape[1]
L_canonical = np.sum(np.einsum("aii->ai", mats)**2)
L_local = np.sum(q**2)
metal = q[0]
counted = metal > THRESHOLD
os_ti = oxidation(metal)
os_cl = [17 - 2 * int(np.sum(q[a] > THRESHOLD)) for a in range(1, 5)]
assert os_ti == 4 and os_cl == [-1] * 4
assert np.all(q.max(axis=0) > THRESHOLD)
upper, lower = metal[~counted].max(), metal[counted].min()
assert upper < 0.45 and lower > 0.9

# Closed-form pair rotation against explicit rotation of two orbitals
pairs = [(i, j) for i in range(n_occ) for j in range(i + 1, n_occ)]
bi, bj = max(pairs, key=lambda x: pair_optimum(mats, *x)[0])
gain, theta = pair_optimum(mats, bi, bj)
angles = np.linspace(-math.pi / 4, math.pi / 4, 20001)
w_can = iao_shares(mol, occ)[0]
x, y = w_can[:, bi], w_can[:, bj]
starts = [0] + [15 + 9 * k for k in range(4)]
objective = np.zeros_like(angles)
for c1, c2 in ((np.cos(angles), np.sin(angles)),
               (-np.sin(angles), np.cos(angles))):
    density = (np.outer(c1, x) + np.outer(c2, y))**2
    objective += np.sum(np.add.reduceat(density, starts, axis=1)**2, axis=1)
gain_scan = objective.max() - objective[10000]
assert abs(gain_scan - gain) < 1e-6
assert abs(np.interp(theta, angles, objective) - objective.max()) < 1e-6

# Canonical valence orbitals without degeneracy have no majority owner
eps = mf.mo_energy[:n_occ]
single = [i for i in range(n_occ - 16, n_occ)
          if np.sum(np.abs(eps - eps[i]) < 1e-4) == 1]
single_max = [mats[:, i, i].max() for i in single]
assert len(single) > 0 and max(single_max) < THRESHOLD

# Charges: density-matrix trace against sum over localised orbitals
q_iao = iao_charge(mats)
assert abs(q_iao - (22 - 2 * metal.sum())) < 1e-8
donation = 2 * metal[~counted].sum()
leakage = 2 * np.sum(1 - metal[counted])
assert abs(os_ti - q_iao - donation + leakage) < 1e-8
low_mats = lowdin_shares(mol, occ)
q_low = iao_charge(low_mats)
os_low = oxidation(diagonal_shares(low_mats, u)[0])


def mulliken(molecule, field):
    ds = field.make_rdm1() * molecule.intor("int1e_ovlp")
    a, b = molecule.aoslice_by_atom()[0, 2:4]
    return 22 - ds[a:b].sum()


q_mul = mulliken(mol, mf)

# Random restart and a different localisation criterion
random_start = la.qr(rng.normal(size=(n_occ, n_occ)))[0]
u_rand, sweeps_rand = localise(mats, random_start)
q_rand = diagonal_shares(mats, u_rand)
os_rand = oxidation(q_rand[0])
position = np.array([occ.T @ d @ occ for d in mol.intor("int1e_r")])
nudge = la.qr(np.eye(n_occ) + 0.03 * rng.normal(size=(n_occ, n_occ)))[0]
u_boys, sweeps_boys = localise(position, u @ nudge)
q_boys = diagonal_shares(mats, u_boys)[0]
os_boys = oxidation(q_boys)
assert os_low == os_rand == os_boys == 4

# Correlation treated through a density functional
ks = dft.RKS(mol).density_fit()
ks.xc = "pbe0"
ks.grids.level = 1
ks.kernel(dm0=mf.make_rdm1())
assert ks.converged
_, mats_ks, _, q_ks, _ = full_analysis(mol, ks)
os_ks = oxidation(q_ks[0])

# Diffuse functions
mol_d = build(r0, "def2-svpd")
mf_d = run_rhf(mol_d)
occ_d, mats_d, _, q_d, _ = full_analysis(mol_d, mf_d)
os_d = oxidation(q_d[0])
q_iao_d = iao_charge(mats_d)
q_low_d = iao_charge(lowdin_shares(mol_d, occ_d))
q_mul_d = mulliken(mol_d, mf_d)
assert abs(q_iao_d - q_iao) < abs(q_low_d - q_low)

# Thermal breathing motion
T = 500.0
m_cl = mol.atom_mass_list(isotope_avg=True)[1]
mass = 4 * m_cl * const.atomic_mass / const.m_e
omega = math.sqrt(curv * BOHR**2 / mass)
kT = const.k * T / HARTREE
sigma = BOHR * math.sqrt(1 / (2 * mass * omega * math.tanh(omega / (2 * kT))))
long_result = full_analysis(*scan[2])
os_long = oxidation(long_result[3][0])
m_s, f_s = scan[0]
short_mats = iao_shares(m_s, f_s.mo_coeff[:, f_s.mo_occ > 0])[1]
slope = (iao_charge(long_result[1]) - iao_charge(short_mats)) / (2 * h)
assert os_ks == os_d == os_long == 4

# Control with one metal d electron: spin orbitals carry one electron each
mol3 = build(r0, trichloride=True)
uhf = scf.UHF(mol3).density_fit()
uhf.max_cycle = 80
uhf.kernel()
if not uhf.converged:
    uhf = uhf.newton()
    uhf.kernel()
assert uhf.converged
spin_shares = []
for s in (0, 1):
    w3, mats3 = iao_shares(mol3, uhf.mo_coeff[s][:, uhf.mo_occ[s] > 0])
    u3, _ = localise(mats3, local_start(w3))
    spin_shares.append(diagonal_shares(mats3, u3)[0])
n_spin = [int(np.sum(s > THRESHOLD)) for s in spin_shares]
os3 = 22 - sum(n_spin)
q3 = 22 - sum(s.sum() for s in spin_shares)
assert os3 == 3 and n_spin == [10, 9]
assert abs(q_iao - q3) < 1

print(f"Ti-Cl bond length, RHF/def2-SVP: {r0:.4f} angstrom")
print(f"RHF energy: {mf.e_tot:.6f} hartree")
print(f"basis functions, occupied orbitals: {mol.nao}, {n_occ}")
print(f"L canonical, localised: {L_canonical:.4f}, {L_local:.4f}")
print(f"sweeps, local start: {sweeps}")
print(f"test pair angle: {theta:.5f} rad")
print(f"test pair gain, formula and scan: {gain:.6f}, {gain_scan:.6f}")
print("nondegenerate canonical valence orbitals, largest atom share:",
      np.round(single_max, 4).tolist())
print("Ti shares of counted orbitals:",
      np.round(np.sort(metal[counted])[::-1], 4).tolist())
top = np.sort(metal[~counted])[::-1]
print("12 largest uncounted Ti shares, first 4:", np.round(top[:4], 4).tolist())
print("  next 8:", np.round(top[4:12], 4).tolist())
print(f"threshold window for +4: {upper:.4f} to {lower:.4f}")
for t in (0.02, 0.05, 0.1, 0.2, 0.3, 0.5, 0.6, 0.9):
    print(f"threshold {t:.2f}: Ti count result {oxidation(metal, t):+d}")
print(f"Ti majority orbitals: {int(counted.sum())}")
print(f"oxidation states Ti, Cl: {os_ti:+d}, {os_cl}")
print(f"Ti charge IAO: {q_iao:.4f} e")
print(f"Ti charge Lowdin: {q_low:.4f} e")
print(f"Ti charge Mulliken: {q_mul:.4f} e")
print(f"ligand-assigned electrons on Ti: {donation:.4f}")
print(f"metal-assigned electrons off Ti: {leakage:.4f}")
print(f"OS minus IAO charge: {os_ti - q_iao:.4f}")
print(f"random start: L {np.sum(q_rand**2):.4f}, sweeps {sweeps_rand}, "
      f"OS {os_rand:+d}")
print(f"Boys: sweeps {sweeps_boys}, OS {os_boys:+d}, largest uncounted share "
      f"{q_boys[q_boys < THRESHOLD].max():.4f}")
print(f"Lowdin shares of same orbitals: OS {os_low:+d}")
print(f"PBE0: IAO charge {iao_charge(mats_ks):.4f} e, OS {os_ks:+d}")
print(f"PBE0 largest uncounted share: {q_ks[0][q_ks[0] < THRESHOLD].max():.4f}")
print(f"def2-SVPD: IAO charge {q_iao_d:.4f} e, OS {os_d:+d}")
print(f"def2-SVPD Lowdin, Mulliken charges: {q_low_d:.4f}, {q_mul_d:.4f} e")
print(f"temperature: {T:.0f} K")
print(f"rms breathing change of bond length: {sigma:.4f} angstrom")
print(f"IAO charge slope with bond length: {slope:.4f} e/angstrom")
print(f"IAO charge change for one rms stretch: {slope * sigma:.4f} e")
print(f"stretched bond {scan_r[2]:.2f} angstrom: OS {os_long:+d}")
print(f"TiCl3 Ti spin orbitals alpha, beta: {n_spin[0]}, {n_spin[1]}")
print(f"TiCl3 OS: {os3:+d}")
print(f"TiCl3 Ti charge IAO: {q3:.4f} e")
print(f"TiCl3 weakest counted alpha share: {np.sort(spin_shares[0])[-10]:.4f}")
print("checks complete")
```

It runs past its time limit of 60 s. Output so far:

```
Killed
```

The author's reading of the failure: The program ran out of time before printing anything, so the output does not show which part was slow; the likeliest cause is the localisation, which rotated 990 orbital pairs one at a time in Python, in up to 250 sweeps for each of eight runs. Disjoint pairs are now rotated together in array operations (their gains add exactly), related TiCl4 calculations start from the orbitals already localised, and the linear-algebra library is held to one thread. All tests and their assertion tolerances stay, but to save time the secondary localisations stop at a gain per sweep of 1e-5 instead of 1e-8, all localisations stop after at most 200 sweeps, and the PBE0 and TiCl3 energies are converged only to 1e-6 and 1e-7 hartree, which is enough for counts and charges but makes their last printed digits less certain. The TiCl3 calculation also gets a level shift to steady its convergence.

The change:

```diff
@@ -5,4 +5,7 @@
 # OS: oxidation state; IAO: intrinsic atomic orbital; L: sum of squared shares.
 # Energies are in hartree, bond lengths in angstrom, charges in e.
+import os
+for name in ("OMP_NUM_THREADS", "OPENBLAS_NUM_THREADS", "MKL_NUM_THREADS"):
+    os.environ[name] = "1"
 import math
 import numpy as np
@@ -85,30 +88,46 @@
 
 def pair_optimum(mats, i, j):
+    """Best gain and angle for pairs (i, j); i and j may be index arrays."""
     p = mats[:, i, j]
     d = 0.5 * (mats[:, i, i] - mats[:, j, j])
-    a, b = p @ p - d @ d, 2 * (p @ d)
-    return a + math.hypot(a, b), 0.25 * math.atan2(b, -a)
-
-
-def localise(mats, start, max_sweeps=250):
+    a = np.sum(p * p - d * d, axis=0)
+    b = 2 * np.sum(p * d, axis=0)
+    return a + np.hypot(a, b), 0.25 * np.arctan2(b, -a)
+
+
+def pair_rounds(n):
+    """Round-robin schedule: each round holds disjoint pairs."""
+    order = list(range(n + n % 2))
+    rounds = []
+    for _ in range(len(order) - 1):
+        pairs = [(order[k], order[-1 - k]) for k in range(len(order) // 2)]
+        pairs = np.array([x for x in pairs if max(x) < n])
+        rounds.append((pairs[:, 0], pairs[:, 1]))
+        order = [order[0], order[-1]] + order[1:-1]
+    return rounds
+
+
+def localise(mats, start, stop=1e-5, max_sweeps=200):
     """Maximise the sum of squared diagonal elements by pair rotations."""
     u = start.copy()
     m = u.T @ mats @ u
     n = u.shape[0]
+    schedule = pair_rounds(n)
     for sweep in range(1, max_sweeps + 1):
         total = 0.0
-        for i in range(n - 1):
-            for j in range(i + 1, n):
-                gain, theta = pair_optimum(m, i, j)
-                if gain < 1e-11:
-                    continue
-                total += gain
-                c, s = math.cos(theta), math.sin(theta)
-                rot = np.array([[c, -s], [s, c]])
-                ij = [i, j]
-                m[:, :, ij] = m[:, :, ij] @ rot
-                m[:, ij, :] = rot.T @ m[:, ij, :]
-                u[:, ij] = u[:, ij] @ rot
-        if total < 1e-8:
+        for i, j in schedule:
+            gain, theta = pair_optimum(m, i, j)
+            active = gain > 1e-12
+            if not active.any():
+                continue
+            total += gain[active].sum()
+            theta = np.where(active, theta, 0.0)
+            c, s = np.cos(theta), np.sin(theta)
+            rot = np.eye(n)
+            rot[i, i], rot[j, j] = c, c
+            rot[i, j], rot[j, i] = -s, s
+            m = rot.T @ m @ rot
+            u = u @ rot
+        if total < stop:
             break
     assert total < 1e-4, "localisation not stationary"
@@ -117,5 +136,5 @@
 
 def diagonal_shares(mats, u):
-    return np.einsum("ki,akl,li->ai", u, mats, u, optimize=True)
+    return np.array([np.sum(u * (p @ u), axis=0) for p in mats])
 
 
@@ -128,10 +147,10 @@
 
 
-def full_analysis(mol, mf):
-    occ = mf.mo_coeff[:, mf.mo_occ > 0]
-    w, mats = iao_shares(mol, occ)
-    u, sweeps = localise(mats, local_start(w))
-    q = diagonal_shares(mats, u)
-    return occ, mats, u, q, sweeps
+def related_analysis(molecule, field, guide):
+    """Localise, starting from the orbitals nearest to those in guide."""
+    w, mats = iao_shares(molecule, field.mo_coeff[:, field.mo_occ > 0])
+    left, _, right = la.svd(w.T @ guide)
+    u, _ = localise(mats, left @ right)
+    return mats, diagonal_shares(mats, u)[0]
 
 
@@ -158,6 +177,10 @@
 
 # Main analysis
-occ, mats, u, q, sweeps = full_analysis(mol, mf)
+occ = mf.mo_coeff[:, mf.mo_occ > 0]
 n_occ = occ.shape[1]
+w_can, mats = iao_shares(mol, occ)
+u, sweeps = localise(mats, local_start(w_can), stop=1e-8)
+q = diagonal_shares(mats, u)
+guide = w_can @ u
 L_canonical = np.sum(np.einsum("aii->ai", mats)**2)
 L_local = np.sum(q**2)
@@ -172,10 +195,10 @@
 
 # Closed-form pair rotation against explicit rotation of two orbitals
-pairs = [(i, j) for i in range(n_occ) for j in range(i + 1, n_occ)]
-bi, bj = max(pairs, key=lambda x: pair_optimum(mats, *x)[0])
-gain, theta = pair_optimum(mats, bi, bj)
+all_i, all_j = np.triu_indices(n_occ, 1)
+all_gain, all_theta = pair_optimum(mats, all_i, all_j)
+best = int(np.argmax(all_gain))
+gain, theta = all_gain[best], all_theta[best]
 angles = np.linspace(-math.pi / 4, math.pi / 4, 20001)
-w_can = iao_shares(mol, occ)[0]
-x, y = w_can[:, bi], w_can[:, bj]
+x, y = w_can[:, all_i[best]], w_can[:, all_j[best]]
 starts = [0] + [15 + 9 * k for k in range(4)]
 objective = np.zeros_like(angles)
@@ -228,18 +251,20 @@
 # Correlation treated through a density functional
 ks = dft.RKS(mol).density_fit()
+ks.with_df = mf.with_df
 ks.xc = "pbe0"
 ks.grids.level = 1
+ks.conv_tol = 1e-6
 ks.kernel(dm0=mf.make_rdm1())
 assert ks.converged
-_, mats_ks, _, q_ks, _ = full_analysis(mol, ks)
-os_ks = oxidation(q_ks[0])
+mats_ks, q_ks = related_analysis(mol, ks, guide)
+os_ks = oxidation(q_ks)
 
 # Diffuse functions
 mol_d = build(r0, "def2-svpd")
 mf_d = run_rhf(mol_d)
-occ_d, mats_d, _, q_d, _ = full_analysis(mol_d, mf_d)
-os_d = oxidation(q_d[0])
+mats_d, q_d = related_analysis(mol_d, mf_d, guide)
+os_d = oxidation(q_d)
 q_iao_d = iao_charge(mats_d)
-q_low_d = iao_charge(lowdin_shares(mol_d, occ_d))
+q_low_d = iao_charge(lowdin_shares(mol_d, mf_d.mo_coeff[:, mf_d.mo_occ > 0]))
 q_mul_d = mulliken(mol_d, mf_d)
 assert abs(q_iao_d - q_iao) < abs(q_low_d - q_low)
@@ -252,9 +277,9 @@
 kT = const.k * T / HARTREE
 sigma = BOHR * math.sqrt(1 / (2 * mass * omega * math.tanh(omega / (2 * kT))))
-long_result = full_analysis(*scan[2])
-os_long = oxidation(long_result[3][0])
+mats_long, q_long = related_analysis(*scan[2], guide)
+os_long = oxidation(q_long)
 m_s, f_s = scan[0]
-short_mats = iao_shares(m_s, f_s.mo_coeff[:, f_s.mo_occ > 0])[1]
-slope = (iao_charge(long_result[1]) - iao_charge(short_mats)) / (2 * h)
+mats_short = iao_shares(m_s, f_s.mo_coeff[:, f_s.mo_occ > 0])[1]
+slope = (iao_charge(mats_long) - iao_charge(mats_short)) / (2 * h)
 assert os_ks == os_d == os_long == 4
 
@@ -262,5 +287,7 @@
 mol3 = build(r0, trichloride=True)
 uhf = scf.UHF(mol3).density_fit()
-uhf.max_cycle = 80
+uhf.conv_tol = 1e-7
+uhf.level_shift = 0.2
+uhf.max_cycle = 60
 uhf.kernel()
 if not uhf.converged:
@@ -310,5 +337,5 @@
 print(f"Lowdin shares of same orbitals: OS {os_low:+d}")
 print(f"PBE0: IAO charge {iao_charge(mats_ks):.4f} e, OS {os_ks:+d}")
-print(f"PBE0 largest uncounted share: {q_ks[0][q_ks[0] < THRESHOLD].max():.4f}")
+print(f"PBE0 largest uncounted share: {q_ks[q_ks < THRESHOLD].max():.4f}")
 print(f"def2-SVPD: IAO charge {q_iao_d:.4f} e, OS {os_d:+d}")
 print(f"def2-SVPD Lowdin, Mulliken charges: {q_low_d:.4f}, {q_mul_d:.4f} e")
```

The mended program passes:

```
Ti-Cl bond length, RHF/def2-SVP: 2.1705 angstrom
RHF energy: -2685.948924 hartree
basis functions, occupied orbitals: 103, 45
L canonical, localised: 21.9211, 42.8061
sweeps, local start: 5
test pair angle: 0.52859 rad
test pair gain, formula and scan: 0.494615, 0.494615
nondegenerate canonical valence orbitals, largest atom share: [0.213, 0.2337]
Ti shares of counted orbitals: [1.0, 1.0, 1.0, 1.0, 1.0, 1.0, 1.0, 1.0, 1.0]
12 largest uncounted Ti shares, first 4: [0.1861, 0.1861, 0.1861, 0.1861]
  next 8: [0.0567, 0.0567, 0.0567, 0.0567, 0.0567, 0.0567, 0.0567, 0.0567]
threshold window for +4: 0.1861 to 1.0000
threshold 0.02: Ti count result -20
threshold 0.05: Ti count result -20
threshold 0.10: Ti count result -4
threshold 0.20: Ti count result +4
threshold 0.30: Ti count result +4
threshold 0.50: Ti count result +4
threshold 0.60: Ti count result +4
threshold 0.90: Ti count result +4
Ti majority orbitals: 9
oxidation states Ti, Cl: +4, [-1, -1, -1, -1]
Ti charge IAO: 1.5348 e
Ti charge Lowdin: -0.1039 e
Ti charge Mulliken: 0.9216 e
ligand-assigned electrons on Ti: 2.4652
metal-assigned electrons off Ti: 0.0000
OS minus IAO charge: 2.4652
random start: L 42.8061, sweeps 6, OS +4
Boys: sweeps 155, OS +4, largest uncounted share 0.1848
Lowdin shares of same orbitals: OS +4
PBE0: IAO charge 1.1091 e, OS +4
PBE0 largest uncounted share: 0.1977
def2-SVPD: IAO charge 1.5985 e, OS +4
def2-SVPD Lowdin, Mulliken charges: 0.6332, 1.5828 e
temperature: 500 K
rms breathing change of bond length: 0.0241 angstrom
IAO charge slope with bond length: 1.2879 e/angstrom
IAO charge change for one rms stretch: 0.0311 e
stretched bond 2.24 angstrom: OS +4
TiCl3 Ti spin orbitals alpha, beta: 10, 9
TiCl3 OS: +3
TiCl3 Ti charge IAO: 1.5542 e
TiCl3 weakest counted alpha share: 1.0000
checks complete
```
